\section*{Equilibrium Green functions from the KMS condition and the vanishing terminal current}

\section{Definitions and conventions}

Let $c_i$ be fermion operators, $H$ a Hamiltonian that conserves the particle number $N$, and $c_i(t)=e^{iHt/\hbar}c_ie^{-iHt/\hbar}$. Equilibrium means the grand canonical state
\begin{equation}
\rho=\frac{e^{-\beta(H-\mu N)}}{Z},\qquad \beta=\frac{1}{k_BT},
\end{equation}
with one $\beta$ and one $\mu$ for the whole system. $H$ may contain interactions. Infinite systems are understood as limits of finite ones. Define
\begin{align}
G^>_{ij}(t)&=-i\langle c_i(t)c_j^\dagger\rangle, &
G^<_{ij}(t)&=+i\langle c_j^\dagger c_i(t)\rangle,\\
G^R_{ij}(t)&=-i\theta(t)\langle\{c_i(t),c_j^\dagger\}\rangle, &
G^A_{ij}(t)&=+i\theta(-t)\langle\{c_i(t),c_j^\dagger\}\rangle .
\end{align}
Functions of energy are
\begin{equation}
G(E)=\int\frac{dt}{\hbar}\,e^{iEt/\hbar}G(t),\qquad
G(t)=\int\frac{dE}{2\pi}\,e^{-iEt/\hbar}G(E).
\end{equation}
Since $\theta(t)+\theta(-t)=1$, both $G^R-G^A$ and $G^>-G^<$ equal $-i\langle\{c_i(t),c_j^\dagger\}\rangle$. With the spectral matrix $A=i(G^R-G^A)$ this reads
\begin{equation}
G^>-G^<=G^R-G^A=-iA. \label{eq:diff}
\end{equation}
In a stationary state, complex conjugation of the definitions gives $[G^R_{ij}(t)]^*=G^A_{ji}(-t)$ and $[G^<_{ij}(t)]^*=-G^<_{ji}(-t)$. In energy space, therefore, $(G^R)^\dagger=G^A$ and $(G^<)^\dagger=-G^<$.

\section{The KMS condition and the spectral relations}

Cyclicity of the trace, followed by insertion of $e^{-\beta(H-\mu N)}e^{\beta(H-\mu N)}=1$ on the left, gives
\begin{align}
\langle c_j^\dagger c_i(t)\rangle
&=\frac1Z\mathrm{Tr}\left[c_i(t)e^{-\beta(H-\mu N)}c_j^\dagger\right]\nonumber\\
&=\left\langle e^{\beta(H-\mu N)}c_i(t)e^{-\beta(H-\mu N)}\,c_j^\dagger\right\rangle .
\end{align}
Because $c_i$ lowers $N$ by one, $e^{-\beta\mu N}c_ie^{\beta\mu N}=e^{\beta\mu}c_i$. Because $e^{\beta H}=e^{iH(-i\hbar\beta)/\hbar}$, the remaining factors shift $t$ to $t-i\hbar\beta$. Multiplying by $i$ and using $\langle c_i(t)c_j^\dagger\rangle=iG^>_{ij}(t)$ yields the Kubo--Martin--Schwinger (KMS) condition
\begin{equation}
G^<(t)=-e^{\beta\mu}G^>(t-i\hbar\beta). \label{eq:kmst}
\end{equation}
The complex time is harmless. In eigenstates of $H$ and $N$, with probabilities $p_n$,
\begin{equation}
G^>_{ij}(t)=-i\sum_{nm}p_n\langle n|c_i|m\rangle\langle m|c_j^\dagger|n\rangle e^{-i(E_m-E_n)t/\hbar},
\end{equation}
which is a finite sum for finitely many modes. The shift multiplies each term by $e^{-\beta(E_m-E_n)}$, so a component of energy $E$ acquires $e^{-\beta E}$:
\begin{equation}
G^<(E)=-e^{-\beta(E-\mu)}G^>(E). \label{eq:kmse}
\end{equation}
Put $G^>=-e^{\beta(E-\mu)}G^<$ into Eq.~\eqref{eq:diff}. Then $-(e^{\beta(E-\mu)}+1)G^<=-iA$. With $f=1/(e^{\beta(E-\mu)}+1)$ and $e^{\beta(E-\mu)}f=1-f$,
\begin{equation}
G^<(E)=if(E)A(E),\qquad G^>(E)=-i[1-f(E)]A(E). \label{eq:main}
\end{equation}
These are matrix relations and hold with interactions. They survive the limit of an infinite system because $f$ is a smooth factor multiplying the spectral distribution. The matrix $A$ describes the available states, and $f$ and $1-f$ divide them into filled and empty parts.

\section{The terminal current}

Let a centre with operators $d_i$ and number-conserving Hamiltonian $H_C$, possibly interacting, be joined to noninteracting leads:
\begin{equation}
H=H_C+\sum_k\varepsilon_ka_k^\dagger a_k+\sum_{ki}\left(V_{ki}a_k^\dagger d_i+V_{ki}^*d_i^\dagger a_k\right).
\end{equation}
Each $k$ belongs to one lead $\alpha$. The particle current out of that lead is $J_\alpha=-d\langle N_\alpha\rangle/dt=-(i/\hbar)\langle[H,N_\alpha]\rangle$. Using $[a_k^\dagger,N_\alpha]=-a_k^\dagger$ and $[a_k,N_\alpha]=a_k$,
\begin{align}
J_\alpha&=\frac{i}{\hbar}\sum_{k\in\alpha,i}\left(V_{ki}\langle a_k^\dagger d_i\rangle-V_{ki}^*\langle d_i^\dagger a_k\rangle\right)\nonumber\\
&=\frac{2}{\hbar}\,\mathrm{Re}\sum_{k\in\alpha,i}V_{ki}G^<_{ik}(t,t), \label{eq:J}
\end{align}
where $G^<_{ik}(t,t)=i\langle a_k^\dagger d_i\rangle$. The second line follows because the bracket has the form $z-z^*$ and $i(z-z^*)=2\,\mathrm{Re}(iz)$. Define the lead self-energy
\begin{equation}
\Sigma_{\alpha,ji}=\sum_{k\in\alpha}V_{kj}^*g_kV_{ki},\qquad \Gamma_\alpha=i(\Sigma^R_\alpha-\Sigma^A_\alpha),
\end{equation}
where $g_k$ is the function of the isolated lead level.

\section{First derivation: the contour formula}

At time $t_0$ let centre and leads be disconnected, each lead in its own Gibbs state and the centre in a state that is independent of the leads and has no coherence between even and odd particle numbers. The coupling acts afterwards. Let $C$ run from $t_0$ forward in time and back, and let $G(\tau,\tau')=-i\langle T_Cc(\tau)c^\dagger(\tau')\rangle$. Since $-i\hbar\dot a_k^\dagger=\varepsilon_ka_k^\dagger+\sum_jV_{kj}^*d_j^\dagger$ and $\{d_i,a_k^\dagger\}=0$,
\begin{equation}
(-i\hbar\partial_{\tau'}-\varepsilon_k)G_{ik}(\tau,\tau')=\sum_jG_{ij}(\tau,\tau')V_{kj}^*.
\end{equation}
For $g_k$ the right side is instead $\hbar\delta_C(\tau-\tau')$. Hence
\begin{equation}
G_{ik}(\tau,\tau')=\frac1\hbar\sum_j\int_Cd\tau_1\,G_{ij}(\tau,\tau_1)V_{kj}^*g_k(\tau_1,\tau'), \label{eq:contour}
\end{equation}
up to a homogeneous solution $D\propto e^{i\varepsilon_kt'/\hbar}$, which has equal values at the two ends of $C$. The initial Gibbs state of the lead obeys $\rho_0a_k^\dagger=e^{-\beta(\varepsilon_k-\mu)}a_k^\dagger\rho_0$. Thus $G_{ik}$ and $g_k$, taken with $\tau'$ at the end of $C$, equal $-e^{-\beta(\varepsilon_k-\mu)}$ times their values at the start. So must $D$, and both conditions together force $D=0$.

For the lesser function, $\tau$ lies on the forward branch and $\tau'$ on the backward branch. The forward part of the integral contains the time-ordered function $G^R+G^<$, and the backward part, which carries a minus sign, contains the anti-time-ordered function $g^<-g^A$:
\begin{equation}
(G^R+G^<)g^<-G^<(g^<-g^A)=G^Rg^<+G^<g^A. \label{eq:langreth}
\end{equation}
Let $t_0\to-\infty$ and assume that a steady state forms. Time convolutions become products, and with $2\pi\hbar=h$ Eq.~\eqref{eq:J} becomes
\begin{equation}
J_\alpha=\frac{2}{h}\int dE\,\mathrm{Re}\,\mathrm{Tr}\left[G^R\Sigma_\alpha^<+G^<\Sigma_\alpha^A\right].
\end{equation}
Now $2\,\mathrm{Re}\,\mathrm{Tr}X=\mathrm{Tr}X+\mathrm{Tr}X^\dagger$, with $(G^R\Sigma^<_\alpha)^\dagger=-\Sigma^<_\alpha G^A$ and $(G^<\Sigma_\alpha^A)^\dagger=-\Sigma_\alpha^RG^<$. Twice the real part is therefore
\begin{align}
&\mathrm{Tr}\left[\Sigma_\alpha^<(G^R-G^A)-(\Sigma_\alpha^R-\Sigma_\alpha^A)G^<\right]\nonumber\\
&\quad=\mathrm{Tr}\left[\Sigma_\alpha^<(G^>-G^<)-(\Sigma_\alpha^>-\Sigma_\alpha^<)G^<\right],
\end{align}
and the terms $\Sigma_\alpha^<G^<$ cancel:
\begin{equation}
J_\alpha=\frac1h\int dE\,\mathrm{Tr}\left[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<\right]. \label{eq:MW}
\end{equation}
The first term has the form of a rate of entry from filled lead states into empty centre states, and the second of the reverse rate. Only their difference is a current: each term separately depends on where the boundary between lead and centre is drawn.

Equation~\eqref{eq:main}, applied to the isolated lead, gives $\Sigma_\alpha^<=if\Gamma_\alpha$ and $\Sigma_\alpha^>=-i(1-f)\Gamma_\alpha$. If the connected system is in equilibrium at the same $\beta$ and $\mu$, Eq.~\eqref{eq:main} also applies to $G$, and
\begin{equation}
\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<=f(1-f)\Gamma_\alpha A-(1-f)f\,\Gamma_\alpha A=0. \label{eq:zero}
\end{equation}
The integrand vanishes at every energy and for every lead, before any integration. The two rates do not vanish separately. Since $f(1-f)=-k_BT\,df/dE$, each tends at low temperature to $(k_BT/h)\,\mathrm{Tr}[\Gamma_\alpha A]_{E=\mu}$ when the trace is smooth near $\mu$.

\subsection{Does the steady state have the equilibrium form?}

For a quadratic centre this can be shown. Let the centre start empty. The equation of motion for $d_j^\dagger$, with Eq.~\eqref{eq:contour} inserted, gives $G=g+G\Sigma g$, where $g$ belongs to the isolated centre and $\Sigma=\sum_\alpha\Sigma_\alpha$. The homogeneous solution is again absent, since $G$ and $g$ vanish when $d_j^\dagger$ stands at the end of the contour, next to the empty state. Applying Eq.~\eqref{eq:langreth} twice,
\begin{equation}
G^<=g^<+G^R\Sigma^Rg^<+G^R\Sigma^<g^A+G^<\Sigma^Ag^A .
\end{equation}
Move the last term to the left and multiply from the right by $(1-\Sigma^Ag^A)^{-1}=1+\Sigma^AG^A$. Since $g^A(1-\Sigma^Ag^A)^{-1}=G^A$,
\begin{equation}
G^<=G^R\Sigma^<G^A+(1+G^R\Sigma^R)g^<(1+\Sigma^AG^A). \label{eq:keldysh}
\end{equation}
The last term carries the initial occupation of the centre. It vanishes here, because $g^<_{ij}=i\langle d_j^\dagger d_i(t)\rangle=0$ for an empty start. The products are time convolutions that begin at $t_0$. They become products of functions of energy when $G^R(t)$ decays, which requires that $G^R$ have no pole on the real axis, that is, no bound state. A bound state gives an undamped term in $G^R(t)$, so its occupation keeps a contribution from the lower limit $t_0$ and depends on the preparation. Without such a pole the infinitesimal $2i0^+$ in $(G^A)^{-1}-(G^R)^{-1}$ can also be dropped, and
\begin{equation}
G^R-G^A=G^R\left[(G^A)^{-1}-(G^R)^{-1}\right]G^A=G^R(\Sigma^R-\Sigma^A)G^A,
\end{equation}
so $A=G^R\Gamma G^A$ with $\Gamma=i(\Sigma^R-\Sigma^A)$. If all leads share $f$, then $\Sigma^<=if\Gamma$ and $G^<=ifG^R\Gamma G^A=ifA$. For a general interacting centre, relaxation to equilibrium is an assumption.

\section{Second derivation: KMS for the mixed function}

Now take the connected system in its Gibbs state from the outset. Equation~\eqref{eq:main} holds for every pair of operators, including one from the centre and one from a lead:
\begin{equation}
G^<_{ik}=ifA_{ik}=-f\left(G^R_{ik}-G^A_{ik}\right). \label{eq:mixed}
\end{equation}
Differentiate $G^R_{ik}(t-t')$ with respect to $t'$. The derivative of the step function multiplies $\{d_i,a_k^\dagger\}=0$, and $-i\hbar\partial_{t'}$ becomes $E$. Hence
\begin{equation}
(E+i0^+-\varepsilon_k)G^R_{ik}=\sum_jG^R_{ij}V^*_{kj},\qquad
G^R_{ik}=\sum_jG^R_{ij}V^*_{kj}g_k^R .
\end{equation}
The advanced equation has $-i0^+$ and $g_k^A$. These real-time equations hold with interactions in the centre. Multiplying by $V_{ki}$ and summing gives $\sum_{k\in\alpha,i}V_{ki}G^{R}_{ik}=\mathrm{Tr}[G^R\Sigma^R_\alpha]$, and likewise for $A$. The energy integrand of Eq.~\eqref{eq:J} is then
\begin{equation}
2\,\mathrm{Re}\sum_{k\in\alpha,i}V_{ki}G^<_{ik}=-2f\,\mathrm{Re}\left(\mathrm{Tr}[G^R\Sigma_\alpha^R]-\mathrm{Tr}[G^A\Sigma_\alpha^A]\right).
\end{equation}
Since $\mathrm{Tr}[G^A\Sigma_\alpha^A]=\mathrm{Tr}[(\Sigma_\alpha^RG^R)^\dagger]=(\mathrm{Tr}[G^R\Sigma_\alpha^R])^*$, the bracket is purely imaginary. Its real part is zero at every energy, so $J_\alpha=0$.

\section{What each derivation assumes}

Both derivations need noninteracting leads and a common $\beta$ and $\mu$. The first also needs a disconnected start and relaxation to the equilibrium steady state. In return it produces Eq.~\eqref{eq:MW}, which remains usable when the leads have different distributions $f_\alpha$. The second needs no preparation and no relaxation, and a bound state does not disturb it. It gives no current formula away from equilibrium, because Eq.~\eqref{eq:mixed} is then unavailable.

Stationarity alone is weaker than KMS. For a finite system, $[\rho,H]=0$ already implies $\langle[H,N_\alpha]\rangle=0$, whatever the occupations. Infinite leads can carry a steady current, and there the common distribution matters. Nor does stationarity imply Eq.~\eqref{eq:main}. A transition between eigenstates $n$ and $m$ enters $G^>$ with weight $p_n$ and $G^<$ with weight $p_m$, so for nondegenerate transition energies Eq.~\eqref{eq:kmse} requires $p_m/p_n=e^{-\beta(E_m-E_n-\mu)}$ for every pair connected by $c_j^\dagger$. Stationarity leaves the $p_n$ free, so no choice of $\beta$ and $\mu$ need fit them. As an illustration for one choice of $f$, take an equal mixture of Gibbs states at 300 and 900~K in a cluster of five modes with $\mu=15$~meV, level energies $20,-10,-40,35,5$~meV, couplings $h_{21}=30e^{0.7i}$, $h_{31}=25$, $h_{32}=15$, $h_{41}=20$, $h_{51}=10$, $h_{52}=30$~meV (and their conjugates) in $\sum_{ij}h_{ij}c_i^\dagger c_j$, and an interaction $60\,n_1n_2$~meV. At $t=0.033$~ps its largest matrix-element deviation from the time-domain form of $G^<=ifA$, with $f$ at 300~K, is 0.093. The 300~K Gibbs state satisfies it to rounding error.

For a quadratic centre between two leads, insert $G^{\lessgtr}=G^R\Sigma^{\lessgtr}G^A$ into Eq.~\eqref{eq:MW}. The terms containing $\Gamma_L$ twice cancel, and $f_L(1-f_R)-(1-f_L)f_R=f_L-f_R$, so
\begin{equation}
J_L=\frac1h\int dE\,(f_L-f_R)\,\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]. \label{eq:land}
\end{equation}
The trace is non-negative. A difference in $\mu$ or in $T$ can therefore drive a current.

The theorem concerns the total current through a terminal. Inside a quadratic centre with matrix elements $h_{ij}$, let $z=h_{ji}\langle d_j^\dagger d_i\rangle$. The contribution of bond $ij$ to $d\langle d_j^\dagger d_j\rangle/dt$ is $(i/\hbar)(-z+z^*)$, so
\begin{equation}
J_{i\to j}=\frac2\hbar\,\mathrm{Im}\left[h_{ji}\int\frac{dE}{2\pi}fA_{ij}\right].
\end{equation}
If all matrix elements are real, $G^R$ is a symmetric matrix, $A_{ij}=-2\,\mathrm{Im}\,G^R_{ij}$ is real, and the bond current vanishes. A magnetic flux generally makes $h_{ij}$ and $A_{ij}$ complex, and a circulating current is then allowed in equilibrium. A flux phase of $\pi$ through a single ring is an exception, because the matrix elements can still be chosen real.

\section{Worked example}

Take a noninteracting ring of three sites with energies $20$, $-10$ and $30$~meV, and hopping $h_{21}=h_{32}=h_{13}=-30\,e^{i\pi/6}$~meV in $H_C=\sum_{ij}h_{ij}d_i^\dagger d_j$, so that the total flux phase is $\pi/2$. This choice of sign and orientation fixes the direction of the ring current below. Sites 1 and 2 couple with $V_L=50$~meV and $V_R=40$~meV to semi-infinite chains with hopping $w=100$~meV. Removing the first site of such a chain leaves the same chain, so its end-site function obeys $g=1/(E-w^2g)$. The retarded root inside the band is $g^R=(E-i\sqrt{4w^2-E^2})/(2w^2)$, which gives $\Gamma_L=V_L^2\sqrt{4w^2-E^2}/w^2$ on site 1.

At $T=300$~K, $k_BT=25.852$~meV. For $\mu=0$ and $E=20$~meV,
\begin{align}
f&=\frac{1}{e^{20/25.852}+1}=0.3157,\\
\Gamma_L&=\frac{50^2\sqrt{200^2-20^2}}{100^2}\ \mathrm{meV}=49.75\ \mathrm{meV}.
\end{align}
The matrix inversion gives $A_{11}=0.05046\ \mathrm{meV}^{-1}$. Then
\begin{align}
G^<_{11}&=i(0.3157)(0.05046)=0.01593\,i\ \mathrm{meV}^{-1},\\
G^>_{11}&=-i(0.6843)(0.05046)=-0.03453\,i\ \mathrm{meV}^{-1}.
\end{align}
The two terms of the current integrand are
\begin{align}
\mathrm{Tr}[\Sigma_L^<G^>]&=(0.3157)(49.75)(0.03453)=0.542,\\
\mathrm{Tr}[\Sigma_L^>G^<]&=(0.6843)(49.75)(0.01593)=0.542.
\end{align}
Below, $I=eJ$ with $e>0$, so a positive current means electrons leaving the left lead. Integrated over energy, the entry term for the left lead is $1384.7$~nA and the reverse term is the same. This number is not a flux of electrons along the chain. At $E=20$~meV the term $0.542$ exceeds the incident flux $f=0.316$ of the single channel, and counting the first chain site as part of the centre changes the integrated term to about $2700$~nA while the net current is unchanged. The net current is zero to rounding error. The bond current from site 1 to site 2 is $-248.2$~nA, so electrons circulate from site 2 to site 1. Without flux it vanishes to rounding error.

With $\mu_L=20$~meV and $\mu_R=-20$~meV the current is $850.3$~nA. With $\mu=0$ in both leads but $T_L=300$~K and $T_R=150$~K it is $-28.0$~nA, so electrons flow from the cold lead to the hot one. Equation~\eqref{eq:land} explains the sign: $f_L-f_R$ is odd about $\mu$ and positive above it, so the transmission below $\mu$ must carry the larger weight. As an independent numerical check, chains of 400 sites evolved for $1.97$~ps from a disconnected start reproduce the net terminal currents and the equilibrium ring current to the digits given.

An interacting case is a spin-degenerate level at $20$~meV, mean-field shift included, with the same chains and couplings and $U=60$~meV. Its interaction self-energy is taken to second order in $U$, with $G_0$ the function of the level without this self-energy:
\begin{equation}
\Sigma_U^<(E)=U^2\int\frac{dE_1dE_2}{(2\pi)^2}G_0^<(E_1)G_0^<(E_2)G_0^>(E_1+E_2-E),
\end{equation}
and $\Sigma_U^>$ follows by exchanging $<$ and $>$. Applying Eq.~\eqref{eq:kmse} to each factor gives three minus signs and the exponent
\begin{equation}
-\beta(E_1+E_2-2\mu)+\beta(E_1+E_2-E-\mu)=-\beta(E-\mu).
\end{equation}
Thus $\Sigma_U$ obeys KMS. The algebra after Eq.~\eqref{eq:keldysh}, with $\Sigma_U$ added to $\Sigma$, again gives $G^<=ifA$. Numerically, the entry term for the left lead is $1498.6$~nA per spin and the net current is zero to rounding error, although the interaction adds a scattering rate $i(\Sigma_U^>-\Sigma_U^<)$ of about $10$~meV at the level energy. With $\mu_L=20$ and $\mu_R=-20$~meV, and the level held at $20$~meV, $G^<$ departs from $if_LA$ by up to $0.13$ of the maximum of $A$: the centre no longer shares the distribution of the left lead. The bias causes this departure and the interaction hardly changes it, since the same level with $U=0$ also gives $0.13$.

\section*{Computed values}
\begin{verbatim}
kT at 300 K = 25.8520 meV; e/h = 38.7405 nA/meV
cluster: mu = 15.0 meV, U = 60.0 meV, time = 0.03291 ps
cluster G_lesser_11(t) = -0.086732+0.043306j (dimensionless)
cluster KMS error = 1.4e-15 (dimensionless)
cluster error of i f A = 6.8e-16 (dimensionless)
cluster error of -i(1-f)A = 1.1e-15 (dimensionless)
two-temperature mixture, error of i f A = 0.0929 (dimensionless)
mixed-function equation error = 4.2e-17 1/meV
ring: site energies = [ 20. -10.  30.] meV, hopping size = 30.0 meV
ring flux phase = 1.5708 rad; chain hopping = 100.0 meV
couplings: left to site 1 = 50.0, right to site 2 = 40.0 meV
at E = 20.0 meV, mu = 0 meV: f = 0.315693
  Gamma_L = 49.7494 meV
  A_11 = 0.050463 1/meV
  G_lesser_11 = 0.015931 i 1/meV
  G_greater_11 = -0.034532 i 1/meV
  Tr S_lesser G_greater = 0.542344 (dimensionless)
  Tr S_greater G_lesser = 0.542344 (dimensionless)
largest relative error of both relations, ring = 5.4e-16
largest current integrand, any energy and lead = 2.2e-16
equilibrium flow left lead to ring = 1384.6701 nA
equilibrium flow ring to left lead = 1384.6701 nA
equilibrium net current: left -5.8e-15, right 9.1e-17 nA
equilibrium ring current, site 1 to 2 = -248.2300 nA
same without flux = -9.0e-15 nA
equilibrium site occupations = [0.39781 0.57799 0.30208]
connected Gibbs density minus f A integral = 8.9e-16
real-time check: 400 sites per chain, time = 1.9746 ps
  equilibrium: left 0.0000, ring -248.2300 nA
mu = +20/-20 meV: formula I_L = 850.2800 nA
  real time I_L = 850.2800 nA
T = 300/150 K, mu = 0: formula I_L = -27.9826 nA
  real time I_L = -27.9826 nA
interacting level: energy = 20.0 meV, U = 60.0 meV
  interaction broadening at the level = 10.1278 meV
  integral of A/(2 pi) = 0.99998 (dimensionless)
  relative error of i f A, equilibrium = 2.4e-16
  one-way flow from left lead = 1498.6168 nA
  equilibrium net left current = 0.0e+00 nA
  relative error of i f_L A at mu = +20/-20 meV = 0.1332
\end{verbatim}
